\section*{Direct Random-Phase Correlation from Excitation Energies and Its Second-Order Limit, part 2}

The problem is the correlation energy $E_c$ of a closed-shell reference in the direct random-phase approximation, in which electrons respond as independent particles to the applied potential plus the electrostatic potential of the induced density. Exchange and correlation contributions to the induced potential are dropped. Formulas are in atomic units.

The labels $i,j$ denote occupied and $a,b$ empty real spatial orbitals $\phi$, with orbital energies $\varepsilon$. A pair $p=(i,a)$ has transition density $\rho_p=\phi_i\phi_a$, and $q=(j,b)$ is a second pair. The gaps, also written $\Delta_{ia}$, and the couplings are
\begin{equation}
\Delta_p=\varepsilon_a-\varepsilon_i>0,\qquad
K_{pq}=2(ia|jb)=2\iint\frac{\rho_p(\mathbf r)\rho_q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\label{eq:defs}
\end{equation}
Without an index, $\Delta$ is the diagonal matrix of the gaps. Replacing $K$ by $\lambda K$ scales the coupling strength, with $\lambda=1$ at full strength. Scaling of energies requires a term of order $n$ in the couplings to have the form $K^n/\Delta^{n-1}$.

The coupled excitation energies $\Omega_n>0$ are the square roots of the eigenvalues of
\begin{equation}
M=\Delta^2+2\,\Delta^{1/2}K\Delta^{1/2}.
\label{eq:M}
\end{equation}
With $A=\Delta+K$ and $\Omega_n^{(1)}$ for the first-order approximations to the $\Omega_n$,
\begin{equation}
E_c=\frac12\sum_n\left(\Omega_n-\Omega_n^{(1)}\right)=\frac12\left[\sum_n\Omega_n-\mathrm{Tr}\,A\right].
\label{eq:main}
\end{equation}
For a gap that no other pair shares, the first-order energy is $\Delta_p+K_{pp}$. The Tamm-Dancoff energies are the eigenvalues of $A$. They have the same sum as the first-order energies but may differ from them state by state.

An equal form is an integral over the imaginary frequency $i\omega$,
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\left[\ln(1+X)-X\right],
\label{eq:log}
\end{equation}
where the response operator $X$ has no negative eigenvalue $x$.

\section{The second-order limit and an inversion barrier}

The first half considered a closed-shell reference with real orbitals, positive gaps $\Delta_p=\varepsilon_a-\varepsilon_i$ for pairs $p=(i,a)$, and couplings $K_{pq}=2(ia|jb)$ that form a matrix without negative eigenvalues. The coupled excitation energies $\Omega_n$ are the square roots of the eigenvalues of $M=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}$. The direct random-phase correlation energy was found in two equal forms,
\begin{equation}
E_c=\frac12\left[\mathrm{Tr}\,M^{1/2}-\mathrm{Tr}(\Delta+K)\right]
=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1+X)-X\right],
\label{eq:start}
\end{equation}
where $X$ has the nonzero eigenvalues of $D^{1/2}KD^{1/2}$ and $D_p=2\Delta_p/(\Delta_p^2+\omega^2)$.

To find the behaviour at weak coupling, replace $K$ by $\lambda K$ and expand the square root of $M$ as $S=\Delta+\lambda S_1+\lambda^2S_2+\dots$. The matrices $S_1$ and $\Delta$ need not commute, so the order of factors is kept. The condition $S^2=\Delta^2+2\lambda\Delta^{1/2}K\Delta^{1/2}$ gives, at orders one and two,
\begin{align}
\Delta S_1+S_1\Delta&=2\Delta^{1/2}K\Delta^{1/2},\\
\Delta S_2+S_2\Delta+S_1^2&=0 .
\end{align}
Since $\Delta$ is diagonal, the first line can be solved element by element:
\begin{equation}
(S_1)_{pq}=\frac{2\sqrt{\Delta_p\Delta_q}}{\Delta_p+\Delta_q}\,K_{pq}.
\end{equation}
Its diagonal elements are $K_{pp}$, so the linear term of $\mathrm{Tr}\,M^{1/2}$ is $\mathrm{Tr}\,K$ and cancels in equation \eqref{eq:start}. The diagonal elements of the second line give $(S_2)_{pp}=-(S_1^2)_{pp}/(2\Delta_p)$. In the trace, $p$ and $q$ may be exchanged because $S_1$ is symmetric, and the average of the two versions is
\begin{align}
\mathrm{Tr}\,S_2&=-\frac14\sum_{pq}(S_1)_{pq}^2\left(\frac1{\Delta_p}+\frac1{\Delta_q}\right)\nonumber\\
&=-\frac14\sum_{pq}\frac{4\Delta_p\Delta_qK_{pq}^2}{(\Delta_p+\Delta_q)^2}\,\frac{\Delta_p+\Delta_q}{\Delta_p\Delta_q}
=-\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q}.
\end{align}
Half of this is the second-order correlation energy. With $K_{pq}=2(ia|jb)$ the prefactor $\tfrac12$ becomes $\tfrac12\times4=2$:
\begin{equation}
E_2=-\frac12\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q}
=-2\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
\label{eq:E2}
\end{equation}
It has the form $K^2/\Delta$ that the scaling of energies requires.

This result can be compared with second-order Møller-Plesset theory (MP2). For Hartree-Fock orbitals, single excitations do not couple to the reference, and the second-order energy comes from double excitations. In spin orbitals it is
\begin{equation}
E_{\mathrm{MP2}}=-\frac14\sum_{ijab}\frac{\left[(ia|jb)-(ib|ja)\right]^2}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
The two squared terms give equal sums, because exchanging the labels $a$ and $b$ turns one into the other and leaves the denominator unchanged. Together they give a prefactor $-\tfrac12$, and the cross term gives $+\tfrac12$. In the squared term the spins of the two electrons are independent, which yields a factor 4 in spatial orbitals. In the cross term all spins must agree, which yields a factor 2. Therefore
\begin{equation}
E_{\mathrm{MP2}}=-2\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}
+\sum_{ijab}\frac{(ia|jb)(ib|ja)}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
The first sum is $E_2$. The second-order limit of the direct random-phase energy is thus MP2 without its exchange term, called direct MP2 here. The missing term matters most clearly for a single electron. There $i=j$ in spin orbitals, the bracket $(ia|ib)-(ib|ia)$ vanishes, and MP2 correctly gives no correlation. The direct term alone is negative, so an electron is spuriously correlated with itself.

The logarithmic form in equation \eqref{eq:start} shows how the higher orders behave. Expansion of the logarithm gives
\begin{equation}
E_n=\frac{(-1)^{n+1}}{2\pi n}\int_0^\infty d\omega\,\mathrm{Tr}\,X^n,\qquad n\ge2,
\label{eq:orders}
\end{equation}
the ring terms of perturbation theory. Each $D_p$ is largest at $\omega=0$, and so is the largest eigenvalue of $X$. Call that value $x_{\max}$. If $x_{\max}<1$, the series converges. If $x_{\max}>1$, an eigenvalue stays above some number $r>1$ over a finite range of frequencies, the terms grow at least as fast as $r^n/n$, and the series diverges. The energy in equation \eqref{eq:start} remains finite in both cases.

The partial sums nevertheless bound the full result. The derivative with respect to $x$ of $\ln(1+x)$ minus its expansion through order $n$ is $(-x)^n/(1+x)$, which for $x>0$ has the sign of $(-1)^n$. A sum that ends at an even order therefore lies at or below $E_c$, and one that ends at an odd order lies at or above it. In particular,
\begin{equation}
E_2\le E_c\le0 .
\label{eq:bound}
\end{equation}
If both use the same orbitals and the same orbital energies, direct MP2 cannot give less correlation than the direct random-phase approximation.

A single pair shows the difference between the two. Its coupled energy is $\sqrt{\Delta^2+2\Delta K}$, and
\begin{equation}
E_c=\tfrac12\left(\sqrt{\Delta^2+2\Delta K}-\Delta-K\right),\qquad E_2=-\frac{K^2}{4\Delta}.
\end{equation}
Take $K=1$ eV and hold it fixed. At a gap of 10 eV the two energies are $-0.0228$ and $-0.0250$ eV. At 1 eV they are $\tfrac12(\sqrt3-2)=-0.134$ and $-0.250$ eV, and at 0.1 eV they are $-0.321$ and $-2.500$ eV. As the gap closes, $E_c$ tends to $-K/2$ while $E_2$ diverges. This is relevant to barriers at which a bond is half broken and the gap is small, although in a molecule the couplings change along with the gap. A finite energy is also not necessarily an accurate one.

The inversion of ammonia provides a barrier on which these levels can be compared. Ammonia is a nitrogen source in the growth of nitride semiconductors. Its three hydrogen atoms can pass through the plane of the nitrogen atom, and the flat structure at the top of the barrier is fixed by symmetry apart from its bond length. Both structures were optimized with restricted Hartree-Fock theory in the cc-pVDZ basis. The pyramid has N-H bonds of 1.008 angstrom and HNH angles of 105.9 degrees, and the flat structure has bonds of 0.992 angstrom. Harmonic analysis at the same level gives no imaginary frequency for the pyramid and one for the flat structure, as a minimum and a saddle point require. The energies below use these fixed structures, the aug-cc-pVDZ basis, Hartree-Fock orbitals and correlation of all electrons, unless stated otherwise.

The pyramid has 5 occupied and 45 empty orbitals, hence 225 pairs. Diagonalization of $M$ gives coupled energies that add up to 30594.086 eV, while the first-order energies add up to 30607.060 eV. Half the difference is
\begin{equation}
E_c=\tfrac12(30594.086-30607.060)\ \mathrm{eV}=-6.487\ \mathrm{eV},
\end{equation}
or $-0.2384$ hartree. This total is far from the basis-set limit: in aug-cc-pVTZ it is about $-8.74$ eV. The energy is a small difference of large sums, so the eigenvalues must be computed to many digits. The lowest excitation shows how little a single state need contribute. Its orbital gap is 12.714 eV, its first-order energy 12.828 eV, the lowest Tamm-Dancoff energy 12.803 eV and the lowest coupled energy 12.797 eV. The Tamm-Dancoff and first-order values differ, as they may for one state. None of these numbers estimates the absorption spectrum. Without exchange terms in $A$ the attraction between electron and hole is missing, and the measured first absorption of ammonia lies near 6 eV. Half the difference between the coupled and first-order values is $-0.015$ eV, about 0.2 per cent of $E_c$.

Direct MP2 gives $-8.429$ eV for the same structure, below $E_c$ as equation \eqref{eq:bound} demands. The largest response eigenvalue is $x_{\max}=1.245$ (1.253 in aug-cc-pVTZ), so the ring series diverges for this molecule at full coupling, even though its lowest orbital gap is almost 13 eV. The series would converge for couplings scaled by less than $1/1.245=0.80$. The frequency integrals of equation \eqref{eq:orders}, evaluated by Gauss-Legendre quadrature, give partial sums of $-8.43$, $-5.43$, $-7.26$ and $-5.83$ eV through orders two to five. They fall alternately below and above $-6.49$ eV. The second-order result is thus the correct limit at weak coupling, but at full coupling it is not the start of a convergent sum.

For the flat structure the correlation energies are $-6.4651$ eV in the direct random-phase approximation, $-8.3915$ eV in direct MP2 and $-5.4858$ eV in full MP2. The corresponding values for the pyramid are $-6.4871$, $-8.4288$ and $-5.4935$ eV. The Hartree-Fock barrier is 0.2180 eV, and adding the changes in correlation gives
\begin{align}
\text{random phase:}\quad&0.2180+0.0220=0.240\ \mathrm{eV},\nonumber\\
\text{direct MP2:}\quad&0.2180+0.0373=0.255\ \mathrm{eV},\nonumber\\
\text{full MP2:}\quad&0.2180+0.0077=0.226\ \mathrm{eV}.
\end{align}
Coupled-cluster theory with single, double and perturbative triple excitations, CCSD(T), gives 0.247 eV in the same basis. It serves as a comparison level and has its own errors from the basis and from omitted higher excitations.

The random-phase barrier is 0.007 eV below the CCSD(T) one. This closeness comes from cancellation between the two structures. The random-phase correlation energy is lower than that of CCSD(T) by 0.443 eV for the pyramid and by 0.450 eV for the flat structure, and the barrier feels only the difference. Second-order exchange changes the barrier by $-0.030$ eV, more than the entire random-phase correlation contribution of 0.022 eV. Adding it unchanged to the random-phase barrier would give 0.210 eV, farther from the CCSD(T) value. For this barrier and basis, then, adding the second-order part of the omitted exchange does not improve the agreement.

The choice of orbitals and orbital energies matters as much. With both taken from a calculation with the PBE functional, the Hartree-Fock energy expression evaluated on those orbitals plus the random-phase correlation energy gives a barrier of 0.273 eV, which is 0.033 eV higher. That value omits the single excitations that contribute when the orbitals are not those of Hartree-Fock theory. The basis matters equally. Replacing aug-cc-pVDZ by cc-pVTZ, again with Hartree-Fock orbitals, raises the barrier by 0.004 eV, but this step removes diffuse functions while it adds valence functions. The step to aug-cc-pVTZ at the same structures lowers the random-phase barrier by 0.033 eV, to 0.207 eV. The Hartree-Fock barrier becomes 0.202 eV, full MP2 gives 0.203 eV, and the random-phase correlation contribution shrinks from 0.022 to 0.005 eV. The 0.007 eV agreement with CCSD(T) is thus a statement about aug-cc-pVDZ alone and is much smaller than the basis-set error. Neither step establishes the basis-set limit.

Gallium nitride is often grown from ammonia at temperatures near 1300 K, where $k_BT=0.112$ eV. A difference of 0.007 eV in the barrier then changes a rate by a factor $\exp(0.0068/0.1120)=1.06$, and the shift of 0.033 eV from the joint change of orbitals and orbital energies corresponds to a factor of 1.34, as does the shift of similar size from the larger basis. Nuclear motion is not included in these barriers. In the harmonic approximation, zero-point energy lowers the barrier by 0.052 eV with Hartree-Fock theory in the cc-pVDZ basis, and by 0.045 eV when structures and frequencies are recomputed in aug-cc-pVDZ. Either value is more than any of the electronic changes just listed. This shift alone does not correct the rate at 1300 K, where $k_BT$ is comparable to the lowest vibrational quanta and thermal excitation of the vibrations must be counted as well. In cc-pVDZ the imaginary mode has a quantum of 0.1205 eV (0.108 eV in aug-cc-pVDZ), and the Wigner estimate of the tunnelling factor is $1+(0.1205/0.1120)^2/24=1.05$. The barrier inferred from experiment is roughly 0.25 eV, so the computed values have the right size. That value comes from a one-dimensional model of the inversion and includes zero-point changes of the other vibrations, which the electronic barriers do not. Harmonic Hartree-Fock frequencies in aug-cc-pVDZ put this term at about $+0.024$ eV, so the electronic barrier it implies is nearer 0.22 to 0.23 eV. A comparison at the level of 0.01 eV would have to account for this difference and for the remaining basis-set error, which is not determined here. Inversion breaks no bond. The decomposition of ammonia during growth does break N-H bonds, often at a surface, and the small differences found here cannot be carried over to it.
